# Coherent Current Through One Oxide Trap and Its Breit-Wigner Transmission

An insulating film between two electrodes blocks electrons because their waves decay inside it. A defect in the film can offer a localized level at an energy where electrons arrive. An electron may then pass from one electrode to the trap and on to the other, with no energy loss. For the model film treated below, the transmission at the level energy is $4.5\times10^{-9}$ without the trap. The question is how large it can become with the trap, and what current follows.

## Model and assumptions

Let $d^\dagger$ create an electron in the trap orbital of energy $\varepsilon_0$, and let $c_k^\dagger$ create one in state $k$ of the left (L) or right (R) electrode. For one spin direction,

$$H=\varepsilon_0d^\dagger d+\sum_k\varepsilon_kc_k^\dagger c_k+\sum_k\left(V_kc_k^\dagger d+V_k^*d^\dagger c_k\right).$$

The assumptions are:

1. Electrons are independent, the motion is elastic and phase-coherent, and the trap has one orbital.
2. The electrodes are coupled only through the trap.
3. The electrodes are infinite, with continuous spectra. States arriving from electrode $\alpha$ are filled according to its Fermi function $f_\alpha$.
4. $H$ has no discrete states, whose occupation could preserve a memory of the preparation.

Define the width due to electrode $\alpha$ and the self-energy by

$$\Gamma_\alpha(E)=2\pi\sum_{k\in\alpha}|V_k|^2\delta(E-\varepsilon_k),\qquad
\Sigma(E)=\sum_k\frac{|V_k|^2}{E-\varepsilon_k+i\eta},\quad \eta\to0^+.$$

The continuum limit is taken before $\eta\to0$. Since $1/(x+i\eta)\to P(1/x)-i\pi\delta(x)$, with $P$ the principal value,

$$\Sigma=\Lambda-\frac{i\Gamma}{2},\qquad \Gamma=\Gamma_L+\Gamma_R,$$

where $\Lambda$ is the real level shift. Let $e>0$, and count $I$ as positive when electrons flow from L to R.

## Theorem

Under these assumptions the steady current per spin is

$$I=\frac{e}{h}\int dE\,T(E)\,[f_L(E)-f_R(E)],$$

$$T(E)=\frac{\Gamma_L(E)\Gamma_R(E)}{[E-\varepsilon_0-\Lambda(E)]^2+[\Gamma(E)/2]^2}.$$

Moreover $T\le1$. Where both widths are nonzero, $T(E)=1$ if and only if $E=\varepsilon_0+\Lambda(E)$ and $\Gamma_L(E)=\Gamma_R(E)$.

### Lemma 1: amplitude on the trap

A state arriving in electrode state $k$, with energy $E=\varepsilon_k$, has trap amplitude

$$a_k=G(E)V_k^*,\qquad G(E)=\frac{1}{E-\varepsilon_0-\Sigma(E)}.$$

**Proof.** Let $b_q$ be the amplitude in electrode state $q$. The Schrödinger equation gives

$$(E-\varepsilon_0)a_k=\sum_qV_q^*b_q,\qquad (E-\varepsilon_q)b_q=V_qa_k.$$

The second equation, with one incoming wave and otherwise outgoing waves, is solved by

$$b_q=\delta_{qk}+\frac{V_qa_k}{E-\varepsilon_q+i\eta}.$$

Substitution into the first gives $(E-\varepsilon_0)a_k=V_k^*+\Sigma a_k$, which is the claim. The small $\eta$ represents a coupling switched on slowly from the distant past. That evolution is unitary, so different incoming states stay orthogonal and keep their occupations. $\square$

### Lemma 2: flow out of the trap

If the incoming state belongs to L, it sends electrons into R at the rate $\Gamma_R(E)|a_k|^2/\hbar$.

**Proof.** For $q$ in R, the time-dependent equation is $i\hbar\dot b_q=\varepsilon_qb_q+V_qa_k$. Therefore

$$\frac{d|b_q|^2}{dt}=2\,\mathrm{Re}(b_q^*\dot b_q)=\frac{2}{\hbar}\,\mathrm{Im}(b_q^*V_qa_k).$$

The term containing $\varepsilon_q$ drops out because it is purely imaginary before the real part is taken. Lemma 1 gives $b_q^*=V_q^*a_k^*/(E-\varepsilon_q-i\eta)$, since R contains no incoming wave. The imaginary part of $1/(E-\varepsilon_q-i\eta)$ is $+\pi\delta(E-\varepsilon_q)$. Summation over R yields

$$\frac{2\pi}{\hbar}|a_k|^2\sum_{q\in R}|V_q|^2\delta(E-\varepsilon_q)=\frac{\Gamma_R|a_k|^2}{\hbar}.$$

This is the flow across the trap–R coupling. In an infinite electrode it is carried away and does not return. $\square$

### Proof of the theorem

States arriving from L contribute the particle flow

$$J_{L\to R}=\frac1\hbar\sum_{k\in L}f_L(\varepsilon_k)\Gamma_R(\varepsilon_k)|G(\varepsilon_k)|^2|V_k|^2.$$

Insert $1=\int dE\,\delta(E-\varepsilon_k)$. The remaining sum over $k$ is $\Gamma_L/2\pi$, so

$$J_{L\to R}=\frac{1}{2\pi\hbar}\int dE\,\Gamma_L\Gamma_R|G|^2f_L.$$

Exchanging L and R gives the flow into L carried by states from R. Their trap population is constant, so this equals their flow out of R. Subtracting the two flows, using $2\pi\hbar=h$ and multiplying by $e$ gives the current, with $T=\Gamma_L\Gamma_R|G|^2$. The denominator of $G$ is $E-\varepsilon_0-\Lambda+i\Gamma/2$, whose squared modulus gives the stated $T$.

For the bound, put $x=E-\varepsilon_0-\Lambda$. Then

$$1-T=\frac{x^2+\Gamma^2/4-\Gamma_L\Gamma_R}{x^2+\Gamma^2/4}
=\frac{x^2+(\Gamma_L-\Gamma_R)^2/4}{x^2+\Gamma^2/4}\ge0,$$

because $\Gamma^2-4\Gamma_L\Gamma_R=(\Gamma_L-\Gamma_R)^2$. The numerator vanishes only when both of its squares vanish. $\square$

**Remark 1: many electrode states.** The sums include every electrode state, whatever its transverse motion. The bound therefore limits the total transmission through one orbital to one per spin. Without interactions, two equivalent spin directions double the current.

**Remark 2: energy-dependent widths.** The theorem does not need constant widths. Consider two semi-infinite chains with hopping 1 and site energy 0, joined to the trap by hoppings $v_L$ and $v_R$. Removing the end site of a chain leaves the same chain, so its end-site Green function obeys $g=1/(E-g)$. The solution with outgoing waves is $g=E/2-i\sqrt{1-E^2/4}$ inside the band. Since $\Sigma=(v_L^2+v_R^2)g$,

$$\Gamma_\alpha=2v_\alpha^2\sqrt{1-E^2/4},\qquad \Lambda=(v_L^2+v_R^2)E/2.$$

Matching waves site by site reproduces this transmission to rounding error. For $\varepsilon_0=0.2$ and $v_L=v_R=0.3$, resonance requires $E-0.2-0.09E=0$, and the matched waves give $T=1$ there. A second test concerns the current and its prefactor. Two separately filled finite chains are joined to an empty trap with $v_L=0.3$ and $v_R=0.4$, and the electrons entering R are counted after the initial transient. The flow is 0.0768 in units with $\hbar=1$, in agreement with the integral.

## Constant widths: two limits of the current

Suppose now that $\Gamma_L$, $\Gamma_R$ and $\Lambda$ vary negligibly across the line, and write $\varepsilon_r=\varepsilon_0+\Lambda$. Then $T$ is a Lorentzian of full width $\Gamma$ at half maximum, with peak

$$T_{\max}=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}.$$

**Corollary 1: zero temperature.** For $\mu_L>\mu_R$, the occupation difference is one between the chemical potentials and zero elsewhere. The integral

$$\int\frac{dx}{x^2+(\Gamma/2)^2}=\frac2\Gamma\arctan\frac{2x}{\Gamma}$$

gives

$$I=\frac eh\frac{2\Gamma_L\Gamma_R}{\Gamma}\left[\arctan\frac{2(\mu_L-\varepsilon_r)}{\Gamma}-\arctan\frac{2(\mu_R-\varepsilon_r)}{\Gamma}\right].$$

If both chemical potentials are many widths away, on opposite sides of the level, the bracket tends to $\pi$. The current saturates at

$$I_{\rm sat}=\frac{e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}.$$

For $\Gamma_L\gg\Gamma_R$ this tends to $e\Gamma_R/\hbar$: the slower coupling sets the current.

The same $I_{\rm sat}$ follows from a rate equation without phases. If L fills the trap at the rate $\Gamma_L(1-p)/\hbar$ and R empties it at $\Gamma_Rp/\hbar$, the steady occupation is $p=\Gamma_L/\Gamma$, and the outflow is $\Gamma_L\Gamma_R/(\hbar\Gamma)$. A measured saturation current would therefore not by itself establish coherent passage.

**Corollary 2: a line narrow compared with $k_BT$.** When $k_BT\gg\Gamma$, the Fermi functions hardly vary across the line. They may be evaluated at $\varepsilon_r$, while the area of the line is $2\pi\Gamma_L\Gamma_R/\Gamma$. Hence

$$I\simeq I_{\rm sat}\,[f_L(\varepsilon_r)-f_R(\varepsilon_r)].$$

This requires that the level not lie many $k_BT$ outside the bias window. There the bracket is exponentially small, and the neglected tails of the line can carry most of the current.

For small bias $V$, with the common chemical potential at the level, $f_L-f_R\simeq eV/(4k_BT)$. The conductance is then

$$\frac IV\simeq\frac{e^2}{h}\,\frac{2\pi\Gamma_L\Gamma_R}{4\Gamma k_BT}.$$

Unit peak transmission does not imply a conductance of $e^2/h$: thermal electrons cover a far wider energy range than the line.

## Widths from the position of the trap

To connect the widths with geometry, take one-dimensional motion with mass $m$ in a rectangular barrier of height $U$ above the electrode band bottom. The trap is an attractive delta well at distance $a_\alpha$ from electrode $\alpha$. Alone in an infinite barrier it binds the state $e^{-\kappa|x|}$ at energy $\varepsilon_0=U-B$, where $B=\hbar^2\kappa^2/2m$. The derivative of this state jumps by $-2\kappa$ times its value at the well.

**Proposition.** To first order in $e^{-2\kappa a_\alpha}$, the finite barrier gives the level the complex shift $\sum_\alpha(\Lambda_\alpha-i\Gamma_\alpha/2)$, where

$$\Lambda_\alpha-\frac{i\Gamma_\alpha}{2}=-2B\,\frac{\kappa+ik}{\kappa-ik}\,e^{-2\kappa a_\alpha}$$

and $k=\sqrt{2m\varepsilon_0}/\hbar$.

**Proof.** Seek a state with outgoing waves on both sides. Its energy is complex because it decays. At distance $s$ from the trap, let the barrier wave be $e^{-qs}+\rho e^{q(s-2a)}$, with $q=\sqrt{2m(U-E)}/\hbar$, and let the electrode wave be $te^{ik(s-a)}$. Continuity of value and slope at $s=a$ gives

$$e^{-qa}(1+\rho)=t,\qquad qe^{-qa}(\rho-1)=ikt.$$

Eliminating $t$ yields $\rho=(q+ik)/(q-ik)$. With $r_\alpha=\rho e^{-2qa_\alpha}$, the outward slope at the trap divided by the value there is $-q(1-r_\alpha)/(1+r_\alpha)$. The two outward slopes add up to the jump:

$$q\sum_\alpha\frac{1-r_\alpha}{1+r_\alpha}=2\kappa.$$

To first order each fraction is $1-2r_\alpha$, so $q\simeq\kappa(1+r_L+r_R)$. Then

$$E=U-\frac{\hbar^2q^2}{2m}\simeq U-B[1+2(r_L+r_R)]=\varepsilon_0-2B(r_L+r_R).$$

At this order $q$ and $k$ inside $r_\alpha$ may be taken at $\varepsilon_0$. Each term depends on the distance to one electrode and is assigned to that electrode. $\square$

Multiplying numerator and denominator of the fraction by $\kappa+ik$ separates the parts:

$$\Gamma_\alpha=\frac{8B\kappa k}{\kappa^2+k^2}e^{-2\kappa a_\alpha},\qquad
\Lambda_\alpha=-2B\frac{\kappa^2-k^2}{\kappa^2+k^2}e^{-2\kappa a_\alpha}.$$

For film thickness $D$ and a trap displaced by $\delta$ towards L, $a_L=D/2-\delta$ and $a_R=D/2+\delta$. Thus $\Gamma_L/\Gamma_R=e^{4\kappa\delta}$, and

$$T_{\max}=\frac{4}{\left(\sqrt{\Gamma_L/\Gamma_R}+\sqrt{\Gamma_R/\Gamma_L}\right)^2}=\frac1{\cosh^2(2\kappa\delta)}.$$

Let $\Gamma_0$ be the width due to one electrode when the trap is in the middle. Then $\Gamma_L\Gamma_R=\Gamma_0^2$ and $\Gamma=2\Gamma_0\cosh(2\kappa\delta)$. The saturated current is therefore $e\Gamma_0/[2\hbar\cosh(2\kappa\delta)]$. It falls more slowly than the peak because the line broadens as the trap leaves the middle.

Using these widths in the Breit-Wigner formula is a leading-order identification: the real-space barrier also permits direct tunnelling, which $H$ omits. Integration of the Schrödinger equation through the whole barrier tests the identification.

## Worked example

Take $U=3$ eV, $\varepsilon_0=1$ eV, $D=2$ nm and a mass of 0.5 electron masses everywhere. These are round model parameters, and the motion is one-dimensional. At a point defect in a film, modelled by a zero-range well, the electron also spreads sideways. With the same parameters and the defect in the middle, each width would be 0.020 meV, about 13 times smaller than the value found below, and the saturated current would be smaller by the same factor. The potential is held fixed under bias, so only the electrode occupations change. All currents are per spin.

Here $B=2$ eV, $\kappa=5.123$ nm$^{-1}$ and $k=3.623$ nm$^{-1}$. For the middle trap $a_L=a_R=1$ nm, and

$$\Gamma_L=\Gamma_R=8(2\ \mathrm{eV})(0.4714)e^{-10.246}=0.268\ \mathrm{meV}.$$

The total width is 0.535 meV and the shift is $-0.095$ meV. Direct integration gives the same values to these digits, and a peak transmission of one. Across five widths on either side, the largest deviation from the Breit-Wigner line is $5\times10^{-4}$ of the peak.

The saturated current is $(e/\hbar)(0.1338\ \mathrm{meV})=32.6$ nA. At zero temperature and 1 mV, with the chemical potentials placed symmetrically about $\varepsilon_0$, the window is not yet wide compared with the line. Measured from $\varepsilon_r$, its edges lie at $+0.595$ and $-0.405$ meV, so

$$I=\frac{32.6\ \mathrm{nA}}{\pi}\,[\arctan(2.22)+\arctan(1.51)]=22.1\ \mathrm{nA}.$$

At 300 K, $k_BT=25.9$ meV is far larger than $\Gamma$. For a bias of 0.2 V placed in the same way, the occupation difference at the level is $\tanh[200/(4\times25.9)]=0.959$. The narrow-line current is 31.2 nA, and the integral over the exact transmission also gives 31.2 nA. The small-bias conductance is

$$\frac{2\pi(0.1338)}{4(25.85)}\frac{e^2}{h}=0.0081\,\frac{e^2}{h},$$

although the peak transmission is one. The formula exceeds the exact-transmission result by 0.6% of the latter. For a Lorentzian line the sign is expected: the formula replaces the thermal weight $-\partial f/\partial E$ everywhere by its maximum, $1/(4k_BT)$.

Now move the trap 0.25 nm towards L. The widths become 3.47 meV from L and 0.021 meV from R. The peak falls to

$$\frac{1}{\cosh^2(2\times5.123\times0.25)}=0.0235,$$

while the saturated current falls to 5.0 nA. The factors are about 42 for the peak and 6.5 for the current, one the square of the other, as derived above. At 300 K and 0.2 V the narrow-line formula gives 4.79 nA and the exact transmission 4.73 nA, a difference of 1.4%. The broader line loses more of its area outside the bias window. For a centred Lorentzian and a sharp window this fraction is about $2\Gamma/(\pi eV)=1.1\%$, which is the right size.

The complete comparison is in the numerical output below.

## Where the result ceases to apply

Electron repulsion on the trap makes the energy for one spin depend on the occupation by the other, so the two spin currents cannot be calculated independently of each other. Lattice relaxation after capture changes the level energy and permits inelastic passage; the trap is then no longer described by one fixed $\varepsilon_0$ and elastic widths. Both effects can be important for oxide defects, so unit transmission is a property of the coherent one-level model and not a prediction for every trap.

Two further conditions concern the barrier. Direct tunnelling and passage through the trap add as amplitudes, not as probabilities. A direct transmission of only 1% of the trap's can therefore change the total by up to about 20%, and a single Breit-Wigner term is then insufficient. If the applied field changes the barrier appreciably, $\varepsilon_0$, $\Gamma_L$ and $\Gamma_R$ must be recalculated at each bias. A trap symmetric at zero bias may then lose its equal widths, and with them its unit peak. In the worked example, a linear potential drop of 0.2 V across the film lowers the peak of the middle trap only to 0.978 and its current at 300 K to 30.8 nA. There the two widths change in opposite directions, to 0.23 and 0.31 meV, and their effects on $\Gamma_L\Gamma_R/\Gamma$ nearly cancel. The displaced trap is more sensitive, because its current is set by the small width $\Gamma_R$ alone, which the field changes from 0.021 meV to 0.026 meV or 0.016 meV according to its direction. The accompanying move of the level, by about 25 meV within the window, lowers the current by only about 2% in either direction. The current becomes 5.8 nA for electrons flowing from L to R and 3.7 nA for the reverse bias, instead of 4.7 nA for both.

## Table of computed values

```
CHAIN TESTS (energies in units of hopping, hbar = 1)
trap level 0.2, couplings L 0.3, R 0.4
largest transmission error, formula vs matching: 5.6e-16
symmetric peak from wave matching: 1.0000000000
sites per lead 300, thermal energy 0.1
chemical potentials L 0.5, R -0.5
averaging times: 80 to 130
particle current, time evolution: 0.076822
particle current, formula:        0.076822
BARRIER EXAMPLE (all currents per spin)
barrier height 3.0 eV, trap level 1.0 eV
thickness 2.0 nm, mass 0.5 electron masses
binding energy B: 2.000 eV
decay constant: 5.1232 1/nm; wave number: 3.6226 1/nm
temperature 300 K, k_B T = 25.852 meV
direct transmission without trap: 4.478e-09
TRAP POSITION: middle
  width from L: 0.26766 meV
  width from R: 0.26766 meV
  total width, formula: 0.53532 meV
  full width at half maximum, exact: 0.53518 meV
  level shift, formula: -0.09463 meV
  level shift, exact:   -0.09464 meV
  peak transmission, formula: 1.000000
  peak transmission, exact:   1.000000
  largest line error / peak: 5.3e-04
  saturated current: 32.5763 nA
  current at 0.2 V, 300 K, formula: 31.2427 nA
  current at 0.2 V, 300 K, exact T: 31.1740 nA
TRAP POSITION: 0.25 nm toward L
  width from L: 3.46792 meV
  width from R: 0.02066 meV
  total width, formula: 3.48858 meV
  full width at half maximum, exact: 3.48471 meV
  level shift, formula: -0.61670 meV
  level shift, exact:   -0.61560 meV
  peak transmission, formula: 0.023547
  peak transmission, exact:   0.023536
  largest line error / peak: 3.5e-03
  saturated current: 4.9989 nA
  current at 0.2 V, 300 K, formula: 4.7942 nA
  current at 0.2 V, 300 K, exact T: 4.7266 nA
MIDDLE TRAP, FURTHER RESULTS
current at 1 mV, 0 K, formula: 22.1391 nA
current at 1 mV, 0 K, exact T: 22.1385 nA
conductance at 300 K, formula: 0.008132 e^2/h
conductance at 300 K, exact T: 0.008085 e^2/h
```
